# Thick-Barrier Tunneling Between Unequal Electrodes: Why Transmission Factorizes

**Q:** In a magnetic tunnel junction, people assign each electrode its own number and multiply the two. I doubt that this is legitimate. An electron wave extends over the whole junction, so why should its transmission split into a left part and a right part?

**A:** Whether it splits has to come out of the wave matching, so let us do that for the simplest junction. The potential is constant in three pieces: electrode 1 for $x<0$, a barrier for $0<x<d$, and electrode 2 for $x>d$. The electron has energy $E$, moves along $x$, keeps its spin, and has the free-electron mass everywhere. I use Hartree atomic units, so $\hbar=m=1$ and

$$-\tfrac12\psi''+V\psi=E\psi .$$

With $V_1,V_2<E<V_b$, define the positive numbers

$$k_1=\sqrt{2(E-V_1)},\quad k_2=\sqrt{2(E-V_2)},\quad \kappa=\sqrt{2(V_b-E)} .$$

With time factor $e^{-iEt}$, the wave $e^{ikx}$ travels to the right. For a wave of unit amplitude arriving from the left,

$$\psi=\begin{cases}e^{ik_1x}+r\,e^{-ik_1x}, & x<0\\ A\,e^{-\kappa x}+B\,e^{\kappa x}, & 0<x<d\\ t\,e^{ik_2(x-d)}, & x>d.\end{cases}$$

Nothing arrives from the right, so electrode 2 holds one wave.

**Q:** Then the transmission is $|t|^2$.

**A:** Not when the wavevectors differ. Transmission is a ratio of particle fluxes, and the flux is $j=\mathrm{Im}(\psi^*\psi')$. For a single wave $c\,e^{ikx}$ this gives $j=k|c|^2$: density times velocity. The incident flux is $k_1$ and the transmitted flux is $k_2|t|^2$, so

$$T=\frac{k_2}{k_1}|t|^2 .$$

On the left the two waves together carry $k_1(1-|r|^2)$, because their cross terms add up to a real contribution to $\psi^*\psi'$. Flux is the same at every $x$ in a stationary state, so $|r|^2+T=1$.

**Q:** Fine. Now match. I expect four equations and a tangle.

**A:** The tangle is avoided by starting at the exit, where there is one outgoing wave. The potential steps are finite, so $\psi$ and $\psi'$ are both continuous. At $x=d$, after dividing the derivative equation by $\kappa$,

$$Ae^{-\kappa d}+Be^{\kappa d}=t,\qquad -Ae^{-\kappa d}+Be^{\kappa d}=\frac{ik_2}{\kappa}\,t .$$

Half the difference and half the sum give

$$A=\frac{t\,e^{\kappa d}(\kappa-ik_2)}{2\kappa},\qquad B=\frac{t\,e^{-\kappa d}(\kappa+ik_2)}{2\kappa}.$$

Their ratio no longer contains $t$:

$$\frac BA=\rho_2\,q,\qquad q=e^{-2\kappa d},\qquad \rho_j=\frac{\kappa+ik_j}{\kappa-ik_j}.$$

The numerator and denominator of $\rho_j$ are complex conjugates, so $|\rho_j|=1$. With $\varphi_j=\arctan(k_j/\kappa)$ we have $\rho_j=e^{2i\varphi_j}$.

At $x=0$ the conditions are

$$1+r=A+B,\qquad ik_1(1-r)=\kappa(B-A).$$

Multiply the first by $ik_1$ and add the second; $r$ cancels:

$$2ik_1=A(ik_1-\kappa)+B(ik_1+\kappa).$$

Take out the factor $A(ik_1-\kappa)$. Since $(ik_1+\kappa)/(ik_1-\kappa)=-\rho_1$ and $B/A=\rho_2q$,

$$2ik_1=A(ik_1-\kappa)\,(1-\rho_1\rho_2q).$$

Dividing $2ik_1$ by $ik_1-\kappa=i(k_1+i\kappa)$ yields

$$A=\frac{A_0}{1-\rho_1\rho_2q},\qquad A_0=\frac{2k_1}{k_1+i\kappa}.$$

**Q:** So $A$ depends on both electrodes. That supports my objection.

**A:** It does, and the objection survives in the exact transmission. Solve the expression for $A$ at the exit for $t$:

$$t=\frac{2\kappa\,e^{-\kappa d}}{\kappa-ik_2}\,A .$$

Take the squared modulus, using $|A_0|^2=4k_1^2/(k_1^2+\kappa^2)$, and multiply by $k_2/k_1$:

$$T=\frac{k_2}{k_1}\,\frac{4\kappa^2q}{\kappa^2+k_2^2}\,\frac{4k_1^2}{\kappa^2+k_1^2}\,\frac{1}{|1-\rho_1\rho_2q|^2}.$$

The prefactors combine to $16k_1k_2\kappa^2$. Sharing them equally between the electrodes defines

$$D_j=\frac{4\kappa k_j}{\kappa^2+k_j^2},$$

and then

$$T=\frac{D_1D_2\,q}{|1-\rho_1\rho_2q|^2}=\frac{D_1D_2\,e^{-2\kappa d}}{1-2q\cos\Theta+q^2},\qquad \Theta=2\varphi_1+2\varphi_2 .$$

The numerator is a product. The denominator ties the two interfaces together.

**Q:** What is that denominator physically?

**A:** Expand it in the amplitude:

$$\frac{1}{1-\rho_1\rho_2q}=1+\rho_1\rho_2q+(\rho_1\rho_2q)^2+\dots$$

Each further term has one more factor $\rho_2$ from the exit, one more $\rho_1$ from the entrance, and one more $q=e^{-\kappa d}e^{-\kappa d}$ for the way there and back. The series thus describes repeated reflection inside the barrier, although the waves there decay instead of propagating. One electrode learns about the other through these round trips.

**Q:** And you intend to throw them away.

**A:** When the barrier is thick, yes, and the cost can be bounded. Because $|\rho_1\rho_2|=1$, the modulus of $1-\rho_1\rho_2q$ lies between $1-q$ and $1+q$. Writing

$$T_\infty=D_1D_2\,e^{-2\kappa d},$$

we get

$$\frac{1}{(1+q)^2}\le\frac{T}{T_\infty}\le\frac{1}{(1-q)^2}.$$

Both bounds tend to 1 as $q\to0$. The transmission therefore factorizes asymptotically into two interface factors and $e^{-2\kappa d}$. The bounds contain neither $k_1$ nor $k_2$, so the condition is $e^{-2\kappa d}\ll1$, whatever the electrodes. Expanding the denominator to first order in $q$ gives the leading relative error,

$$\frac{T}{T_\infty}-1=2q\cos\Theta+O(q^2).$$

Its sign depends on the phases: to this order the product overestimates $T$ when $\cos\Theta<0$ and underestimates it when $\cos\Theta>0$.

**Q:** I see an easier road. In a thick barrier $B$ is tiny, so drop the growing wave from the start.

**A:** Then no current would flow. Inside the barrier

$$\psi^*\psi'=\kappa\,(A^*e^{-\kappa x}+B^*e^{\kappa x})(Be^{\kappa x}-Ae^{-\kappa x}).$$

The terms in $|A|^2$ and $|B|^2$ are real. The cross terms are $\kappa(A^*B-AB^*)=2i\kappa\,\mathrm{Im}(A^*B)$, so

$$j=2\kappa\,\mathrm{Im}(A^*B).$$

A decaying wave alone carries no flux. The growing part is small at the entrance, where $|B/A|=q$. At the exit the ratio of the two parts is $|B|e^{\kappa d}/(|A|e^{-\kappa d})=|\rho_2|=1$: they are equally large. What may be neglected is the effect of $B$ on the matching at $x=0$, which means replacing $A$ by $A_0$.

This also shows what each factor does. Insert $B=\rho_2qA$ into the flux, set $A\approx A_0$, and divide by the incident flux $k_1$:

$$T\approx\frac{\kappa|A_0|^2}{k_1}\;q\;\bigl(2\,\mathrm{Im}\,\rho_2\bigr).$$

The first factor is $4\kappa k_1/(\kappa^2+k_1^2)=D_1$. For the last, multiply numerator and denominator of $\rho_2$ by $\kappa+ik_2$; the imaginary part is $2\kappa k_2/(\kappa^2+k_2^2)$, so $2\,\mathrm{Im}\,\rho_2=D_2$. Thus $D_1$ measures how strongly the incident wave feeds the decaying wave, and $D_2$ how well the exit turns that wave into flux.

**Q:** So $D_j$ is the transmission probability of one interface.

**A:** No. Write

$$D_j=\frac{4}{\kappa/k_j+k_j/\kappa}.$$

A positive number plus its reciprocal is at least 2, with equality when the number is 1. Hence $D_j\le2$, and the value 2 is reached at $k_j=\kappa$. A probability cannot be 2. Moreover, an interface with an endless barrier transmits nothing: with $B=0$, $r=A_0-1=(k_1-i\kappa)/(k_1+i\kappa)$, which has modulus 1.

Nor is $D_j$ a property of the electrode alone, since it contains $\kappa$. For $k_j\ll\kappa$ it is about $4k_j/\kappa$ and rises with $k_j$; for $k_j\gg\kappa$ it is about $4\kappa/k_j$ and falls. A faster electron may be transmitted less well.

**Q:** Where does the product fail outright?

**A:** Let $d\to0$, so $q\to1$. The product tends to $D_1D_2$, which can be as large as 4. In the exact formula we need

$$1-\rho_1\rho_2=\frac{(\kappa-ik_1)(\kappa-ik_2)-(\kappa+ik_1)(\kappa+ik_2)}{(\kappa-ik_1)(\kappa-ik_2)}=\frac{-2i\kappa(k_1+k_2)}{(\kappa-ik_1)(\kappa-ik_2)}.$$

Its squared modulus is $4\kappa^2(k_1+k_2)^2/[(\kappa^2+k_1^2)(\kappa^2+k_2^2)]$. Dividing $D_1D_2$ by this,

$$T\to\frac{16k_1k_2\kappa^2}{4\kappa^2(k_1+k_2)^2}=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

The barrier height has dropped out, as it must when the barrier has no width. What remains is the transmission of a plain potential step. It is at most 1, and it is 1 for $k_1=k_2$.

A second failure occurs at fixed $d$ when $E$ approaches the barrier top. Then $\kappa\to0$ and again $q\to1$. A barrier that is wide in bohr can still be thin in the sense that matters, $2\kappa d$.

**Q:** Give me numbers, with electrodes that really differ.

**A:** Take round model parameters: $k_u=0.6$ and $k_d=0.2$ bohr$^{-1}$ for spin up and spin down in a ferromagnet, and $\kappa=0.5$ bohr$^{-1}$. Relative to $E$, the band bottoms lie at $-k^2/2=-0.180$ and $-0.020$ hartree, and the barrier top at $\kappa^2/2=0.125$ hartree. The interface factors are

$$D_u=\frac{4(0.5)(0.6)}{0.25+0.36}=1.967,\qquad D_d=\frac{4(0.5)(0.2)}{0.25+0.04}=1.379 .$$

For $d=20$ bohr (1.058 nm), $q=e^{-20}=2.061\times10^{-9}$. An electron that enters from $k_1=k_u$ and leaves into $k_2=k_d$ has

$$T_\infty=1.967\times1.379\times2.061\times10^{-9}=5.59\times10^{-9}.$$

**Q:** There the exponential hides everything. Show me a barrier where $B$ matters visibly.

**A:** Take $d=4$ bohr with the same two electrodes. Then $q=0.0183$, and the amplitudes are

$$A=1.1732-0.9568i,\qquad B=0.02765+0.00213i,$$

while $A_0=1.1803-0.9836i$. So $A$ is already close to its one-interface value. With $2\kappa=1$ bohr$^{-1}$, the flux in the barrier is

$$\mathrm{Im}(A^*B)=1.1732(0.00213)+0.9568(0.02765)=0.02895$$

in atomic units. Dividing by the incident flux 0.6 gives $T=0.0483$. The product formula gives 0.0497, about 3% more than the exact value.

**Q:** How quickly does that error go away?

**A:** Here is the same pair of electrodes at several thicknesses. I found $T$ by integrating the Schrödinger equation numerically from the outgoing wave back to electrode 1 and separating the incident from the reflected wave there.

| $d$ (bohr) | $T$ | $T_\infty$ |
|---:|---:|---:|
| 1 | 0.577 | 0.998 |
| 2 | 0.297 | 0.367 |
| 4 | 0.0483 | 0.0497 |
| 8 | $9.097\times10^{-4}$ | $9.102\times10^{-4}$ |
| 16 | $3.054\times10^{-7}$ | $3.054\times10^{-7}$ |

At 8 bohr the deviation relative to $T_\infty$ is $-5.43\times10^{-4}$. The leading term $2q\cos\Theta$, with $\Theta=2.513$ rad, gives the same to three digits. At 1 bohr the product is useless. For up electrons on both sides it even gives 1.42, whereas the true transmission is 0.78.

**Q:** Agreement for one pair of electrodes does not prove that the dependence on them is a product. You could have been lucky.

**A:** Then use a quantity that responds to the product structure itself. Let $T_{ab}$ be the transmission from spin wavevector $k_a$ on the left to $k_b$ on the right, and form

$$R=\frac{T_{uu}T_{dd}}{T_{ud}T_{du}}.$$

If $T_{ab}$ is a left factor times a right factor times a common constant, every factor cancels and $R=1$, whatever the factors are. From the integrated transmissions, $R$ is 1.494 at 1 bohr, 1.198 at 2 bohr, 1.027 at 4 bohr and 1.0005 at 8 bohr. The interfaces are coupled in the thin barrier and become independent as it thickens.

**Q:** What does a memory device gain from this?

**A:** A readable difference between two magnetic states. Let both electrodes be the same ferromagnet. With parallel magnetizations, the spin channels are $u\to u$ and $d\to d$. With antiparallel ones, an electron that is "up" on the left is "down" on the right, so the channels are $u\to d$ and $d\to u$. Assume no spin flips, the same $\kappa$ for both spins, and a small bias at low temperature, so that conductance is proportional to the summed transmission. Exchanging $k_1$ and $k_2$ leaves $T$ unchanged, so $T_{du}=T_{ud}$. The relative gain in conductance on going from antiparallel to parallel is

$$M=\frac{T_{uu}+T_{dd}-2T_{ud}}{2T_{ud}}.$$

In the thick limit $q$ cancels:

$$M=\frac{D_u^2+D_d^2-2D_uD_d}{2D_uD_d}=\frac{(D_u-D_d)^2}{2D_uD_d}.$$

Define the polarization $P=(D_u-D_d)/(D_u+D_d)$ and let $S=D_u+D_d$. Then $D_u=S(1+P)/2$ and $D_d=S(1-P)/2$, so the numerator is $S^2P^2$, the denominator is $S^2(1-P^2)/2$, and

$$M=\frac{2P^2}{1-P^2}.$$

**Q:** Is $P$ then simply the polarization of the electrode?

**A:** The barrier enters it. Put $D_u$ and $D_d$ over a common denominator, which cancels in $P$ along with $4\kappa$. The numerator becomes

$$k_u(\kappa^2+k_d^2)-k_d(\kappa^2+k_u^2)=(k_u-k_d)(\kappa^2-k_uk_d),$$

and the same expression with a plus sign between its two terms is $(k_u+k_d)(\kappa^2+k_uk_d)$. Hence

$$P=\frac{k_u-k_d}{k_u+k_d}\;\frac{\kappa^2-k_uk_d}{\kappa^2+k_uk_d}.$$

The first factor is the contrast in velocity along $x$. In one dimension the density of states varies as $1/k$, so there the factor is minus the density-of-states polarization; for a three-dimensional free-electron band the density of states varies as $k$, and the factor equals that polarization. The second factor belongs to the matching at the barrier. For our numbers,

$$P=\frac{0.4}{0.8}\times\frac{0.25-0.12}{0.25+0.12}=0.176,\qquad M=\frac{2(0.1757)^2}{1-(0.1757)^2}=0.0637,$$

a change of 6.4%.

**Q:** The second factor can turn negative.

**A:** It does when $\kappa^2<k_uk_d$, here below $\kappa=\sqrt{0.12}=0.346$ bohr$^{-1}$. Lower the barrier top to 0.045 hartree above $E$, so that $\kappa=0.3$ bohr$^{-1}$. Then $P=0.5\times(0.09-0.12)/(0.09+0.12)=-0.071$: through a thick barrier, and for motion along $x$, the slower, spin-down electrons now tunnel better. The reason is the maximum of $D$ at $k=\kappa$. Lowering $\kappa$ moves that maximum toward $k_d$ and away from $k_u$. With identical electrodes $M$ contains $P^2$ and is never negative; across a thick barrier, a second electrode with positive polarization would reveal the sign.

**Q:** And if the barrier is thin, can I still use $P$?

**A:** Not for $M$. The integrated transmissions give $M=0.229$ at 1 bohr, 0.126 at 2 bohr, 0.0715 at 4 bohr and 0.0638 at 8 bohr. The numerators $D_aD_bq$ by themselves would give 0.0637 at every thickness, so the excess comes from the denominators, that is, from the round trips. For these wavevectors the round trips raise the spin contrast; for others they lower it. With $k_u=0.2$ and $k_d=0.1$ bohr$^{-1}$ and the same $\kappa$, $M$ is 0.175 for a thick barrier but only 0.063 at 1 bohr. Either way, the change at small $d$ is a joint property of both interfaces.

**Q:** Real junctions have electrons arriving at all angles. Does the product survive the sum?

**A:** Channel by channel, yes, if the layers are uniform in the plane. The in-plane wavevector $k_\parallel$ is then conserved, and its energy $k_\parallel^2/2$ is unavailable for motion along $x$. So $k_j^2$ is reduced by $k_\parallel^2$ and $\kappa^2$ is increased by it. Each channel that is open in both electrodes, with $k_j^2>0$ after this reduction, has its own $D_1$, $D_2$ and $q$. For a thick barrier the total over these channels is

$$\sum_{k_\parallel}D_1(k_\parallel)\,D_2(k_\parallel)\,e^{-2\kappa(k_\parallel)d}.$$

A sum of products is not in general a product of sums. One number per electrode is justified if the $D_j$ vary little over the channels that dominate the sum. A thick barrier favors small $k_\parallel$, where $\kappa$ is smallest, and so helps here too, but slowly. With $\kappa$ taken at $k_\parallel=0$, the exponential falls roughly as $e^{-k_\parallel^2d/\kappa}$, so the important channels reach out to about $\sqrt{\kappa/d}$. For our numbers at $d=20$ bohr this is 0.16 bohr$^{-1}$, close to $k_d=0.2$ bohr$^{-1}$, where the spin-down factor has dropped to zero. The 6.4% found above therefore holds for motion along $x$ only and is not an estimate for the full sum: summed over $k_\parallel$, $M$ is 0.49 at 20 bohr and still 0.092 at 100 bohr. The sign reversal is affected too. For $\kappa=0.3$ bohr$^{-1}$ and a nonmagnetic second electrode with $k=0.45$ bohr$^{-1}$, the summed polarization is $+0.097$ at 20 bohr and $-0.010$ at 40 bohr. Your doubt remains justified for thin barriers, and for any sum in which the interface factors vary strongly from channel to channel.

There is also a limit to the model itself: it has one free-electron band per spin, one decaying wave per channel, and the free-electron mass in the barrier. With a barrier mass $m_b$ and $\psi'/m$ continuous, $\kappa$ in $D_j$ is replaced by $\kappa/m_b$. For $m_b=0.4$ and the barrier top at 0.125 hartree, $P=0.339$ and $M=0.26$; with the top at 0.045 hartree, $P=+0.152$, so the sign no longer reverses there. A crystalline barrier can offer several decaying states at the same $k_\parallel$, each with its own decay constant and its own coupling to the electrodes. The form with a single exponential then applies when one of these states dominates. If several contribute comparably and couple differently to the two spins, the transmission need not split into a left and a right factor, although each $q$ is small.

All numerical values are calculated from the stated model.
